# Time-Reversal Symmetry and Kramers Degeneracy with Spin-Orbit Ultrasoft Pseudopotentials, part 1

(Sections cited here and not found follow in the later parts.)

Anyone who sets up a spin-orbit calculation with ultrasoft pseudopotentials has to decide whether to declare the system time-reversal symmetric. If the answer is yes, the program keeps only one of each pair of wave vectors $\mathbf k$ and $-\mathbf k$, carries the charge density alone instead of the density and three components of magnetization, may build two of the four spin blocks of the nonlocal coefficients and obtain the other two by complex conjugation, and at certain wave vectors may treat the levels as exact pairs. A wrong yes produces no error message: the run converges to a state with the magnetism suppressed, or counts as degenerate two bands that are split. For norm-conserving potentials the decision rests on a property of the Hamiltonian alone. For ultrasoft potentials the eigenvalue problem is $H\psi=\varepsilon S\psi$ with an overlap operator $S$ that has spin-flip elements of its own, and the nonlocal coefficients of $H$ change with the self-consistent potential. The symmetry has to be established for $S$, for the fixed part of the coefficients and for their screened part, and the conditions have to be known exactly.

Hartree atomic units are used. A state is a two-component spinor $\psi=(\psi^\uparrow,\psi^\downarrow)$, with the scalar product $\langle\phi|\chi\rangle=\sum_\sigma\int\phi^{\sigma*}\chi^\sigma\,d^3r$. Time reversal is $T=-i\sigma_yK$, where $K$ takes the complex conjugate of the functions of $\mathbf r$. The matrix $-i\sigma_y$ is real and occurs often enough to deserve a name:

$$\epsilon=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad T\psi=\epsilon\,\psi^*=(-\psi^{\downarrow*},\ \psi^{\uparrow*}).\tag{1}$$

Multiplying out the matrices gives $\epsilon^{\mathsf T}\epsilon=1$ and $\epsilon^2=-1$. The operator is antilinear, $T(\alpha\psi)=\alpha^*T\psi$. Because $\epsilon$ is real, $T^2\psi=\epsilon(\epsilon\psi^*)^*=\epsilon^2\psi=-\psi$. Because $\epsilon$ is orthogonal, $\langle T\phi|T\chi\rangle=\int\phi^{\mathsf T}\epsilon^{\mathsf T}\epsilon\,\chi^*=\int\phi^{\mathsf T}\chi^*$, that is

$$T^2=-1,\qquad\langle T\phi|T\chi\rangle=\langle\chi|\phi\rangle.\tag{2}$$

The nonlocal operators are sums of terms $|\phi\rangle A\langle\chi|$ with a number $A$. Acting on any $\xi$, $T\,|\phi\rangle A\langle\chi|T^{-1}\xi\rangle=|T\phi\rangle A^*\langle\chi|T^{-1}\xi\rangle^*$ by antilinearity. The last factor is $\langle T^{-1}\xi|\chi\rangle$, which by (2) equals $\langle T\chi|\xi\rangle$. Therefore

$$T\,|\phi\rangle A\langle\chi|\,T^{-1}=|T\phi\rangle\,A^*\,\langle T\chi|.\tag{3}$$

For a matrix $M$ with two spin indices, and possibly further indices on which $\epsilon$ does not act, define $\theta(M)=\epsilon M^*\epsilon^{\mathsf T}$. Since $\epsilon^{\mathsf T}=+i\sigma_y$, this is also $\sigma_yM^*\sigma_y$, and so is $\epsilon^{\mathsf T}M^*\epsilon$. The star means conjugation of each element without transposition. In spin blocks, $\epsilon M^*$ has first row $(-M^{\downarrow\uparrow*},-M^{\downarrow\downarrow*})$ and second row $(M^{\uparrow\uparrow*},M^{\uparrow\downarrow*})$, and multiplying on the right by $\epsilon^{\mathsf T}$ sends a row $(u,v)$ to $(-v,u)$. Hence

$$\theta\begin{pmatrix}M^{\uparrow\uparrow}&M^{\uparrow\downarrow}\\M^{\downarrow\uparrow}&M^{\downarrow\downarrow}\end{pmatrix}=\begin{pmatrix}M^{\downarrow\downarrow*}&-M^{\downarrow\uparrow*}\\-M^{\uparrow\downarrow*}&M^{\uparrow\uparrow*}\end{pmatrix}.\tag{4}$$

The map respects products, $\theta(MN)=\epsilon M^*\epsilon^{\mathsf T}\epsilon N^*\epsilon^{\mathsf T}=\theta(M)\theta(N)$, and sums. On the Pauli matrices, (4) gives $\theta(\sigma_z)=\mathrm{diag}(-1,1)=-\sigma_z$; for $\sigma_x$ both off-diagonal entries become $-1$; for $\sigma_y$ the upper right entry becomes $-(i)^*=i$ and the lower left $-(-i)^*=-i$. In all three cases $\theta(\sigma_k)=-\sigma_k$, while $\theta(1)=1$.

The operators must now be defined. For one atom at the origin, a channel $c=(\tau,l,j)$ consists of the orbital number $l$, the total angular momentum $j=l\pm\frac12$ and a label $\tau$ that tells apart several projectors with the same $l$ and $j$. The spinor projectors are $\beta_I(\mathbf r)=\beta_c(r)\,\Omega_{ljm_j}(\hat{\mathbf r})$ with $I=(c,m_j)$, where $\Omega_{ljm_j}$ are the orthonormal spin-angle functions, eigenfunctions of $L^2$, $J^2$ and $J_z$. It is convenient to use also the scalar projectors $\beta_a(\mathbf r)=\beta_c(r)R_{lm}(\hat{\mathbf r})$ with $a=(c,m)$, where $R_{lm}$ are orthonormal real spherical harmonics. The index $a$ keeps the label $j$, because the radial function depends on it. The two sets are linked by the expansion coefficients

$$C_{a\sigma,I}=\delta_{c_ac_I}\int R_{lm}\,\Omega^\sigma_{ljm_j}\,d\hat{\mathbf r},\qquad|\beta_I\rangle=\sum_{a\sigma}|\beta_a\sigma\rangle\,C_{a\sigma,I},\qquad C^\dagger C=1,\tag{5}$$

the last relation being the orthonormality of the $\Omega$.

The augmentation functions restore the charge that the soft orbitals lack near the nucleus. In the real harmonics they are $Q_{ab}(\mathbf r)=\sum_{LM}G^{LM}_{lm,l'm'}\,Q^L_{cc'}(r)\,R_{LM}(\hat{\mathbf r})$, where $G^{LM}_{lm,l'm'}=\int R_{lm}R_{l'm'}R_{LM}\,d\hat{\mathbf r}$ is real as an integral of real functions. If the radial function is the same for all $L$, this sum is $Q_{cc'}(r)R_{lm}R_{l'm'}$. The spinor form is $Q^{\sigma\sigma'}_{IJ}=\sum_{ab}C^*_{a\sigma,I}Q_{ab}C_{b\sigma',J}$, which in that simple case is $Q_{cc'}\,\Omega_I^{\sigma*}\Omega_J^{\sigma'}$. For states $\psi_n$ with occupations $w_n$, the density and the magnetization are

$$n(\mathbf r)=\sum_nw_n\Big[\psi_n^\dagger\psi_n+\sum_{IJ}\langle\psi_n|\beta_I\rangle\sum_\sigma Q^{\sigma\sigma}_{IJ}\langle\beta_J|\psi_n\rangle\Big],$$

$$\mathbf m(\mathbf r)=\sum_nw_n\Big[\psi_n^\dagger\boldsymbol\sigma\psi_n+\sum_{IJ}\langle\psi_n|\beta_I\rangle\sum_{\sigma\sigma'}Q^{\sigma\sigma'}_{IJ}\boldsymbol\sigma_{\sigma\sigma'}\langle\beta_J|\psi_n\rangle\Big].\tag{6}$$

Here $\mathbf m$ is the expectation density of $\boldsymbol\sigma$, with no Bohr magneton and no sign for the electron charge. The integral of $n$ is $\sum_nw_n\langle\psi_n|S|\psi_n\rangle$, which defines $S$. The energy contains the kinetic term, a fixed nonlocal term with coefficients $D^{\rm ion}$, and terms that depend on the orbitals only through $n$ and $\mathbf m$, whose variation is $\int(V\,\delta n+\mathbf B\cdot\delta\mathbf m)$. The potential $V$ collects the local ionic, Hartree and exchange-correlation parts, and $\mathbf B=\delta E_{xc}/\delta\mathbf m$ is an energy. Differentiating (6) with respect to $\psi_n^*$ gives one local and one nonlocal contribution from each of $n$ and $\mathbf m$:

$$S=1+\sum_{IJ}|\beta_I\rangle q_{IJ}\langle\beta_J|,\qquad H=-\tfrac12\nabla^2+V+\mathbf B\cdot\boldsymbol\sigma+\sum_{IJ}|\beta_I\rangle D_{IJ}\langle\beta_J|,$$

$$q_{IJ}=\sum_\sigma\int Q^{\sigma\sigma}_{IJ},\qquad D_{IJ}=D^{\rm ion}_{cc'}\delta_{ll'}\delta_{jj'}\delta_{m_jm_j'}+\sum_{\sigma\sigma'}\int Q^{\sigma\sigma'}_{IJ}\,(V+\mathbf B\cdot\boldsymbol\sigma)_{\sigma\sigma'}.\tag{7}$$

The assumptions are the following. The radial functions $\beta_c$ and $Q^L_{cc'}=Q^L_{c'c}$ are real, and in that convention $D^{\rm ion}_{cc'}$ is real and symmetric. Reality holds for a pseudopotential generated in a spherical, unpolarized atom, whose radial equations have real coefficients and whose radial solutions are taken real. Symmetry is then what makes the bare term Hermitian. If the atom is solved with the Dirac equation while the pseudo-orbitals obey a Schrödinger equation, the raw coefficients can miss it slightly and have to be symmetrized. The fields $V$ and $\mathbf B$ are real, being derivatives of a real energy with respect to real densities. There is no vector potential and no term in the functional that depends on currents. Finally $S$ is positive definite, which any usable ultrasoft potential must satisfy.

Inserting (5) into (7) writes any of the nonlocal operators in scalar projectors,

$$A=\sum_{a\sigma,b\sigma'}|\beta_a\sigma\rangle A^{\sigma\sigma'}_{ab}\langle\beta_b\sigma'|,\qquad A^{\sigma\sigma'}_{ab}=\sum_{IJ}C_{a\sigma,I}A_{IJ}C^*_{b\sigma',J},\tag{8}$$

and the four matrices $A^{\sigma\sigma'}$ are the spin blocks. Since $\beta_a$ is a real function, (1) gives $T|\beta_a\!\uparrow\rangle=|\beta_a\!\downarrow\rangle$ and $T|\beta_a\!\downarrow\rangle=-|\beta_a\!\uparrow\rangle$, or in one formula $T|\beta_a\sigma\rangle=\sum_{\sigma_1}|\beta_a\sigma_1\rangle\epsilon_{\sigma_1\sigma}$. Rule (3) applied term by term yields

$$TAT^{-1}=\sum|\beta_a\sigma_1\rangle\,\epsilon_{\sigma_1\sigma}A^{\sigma\sigma'*}_{ab}\epsilon_{\sigma_2\sigma'}\,\langle\beta_b\sigma_2|=\sum|\beta_a\sigma_1\rangle\,\theta(A)^{\sigma_1\sigma_2}_{ab}\,\langle\beta_b\sigma_2|.\tag{9}$$

The operator therefore commutes with $T$ whenever $\theta(A)=A$, which by (4) means $A^{\downarrow\downarrow}=A^{\uparrow\uparrow*}$ and $A^{\downarrow\uparrow}=-A^{\uparrow\downarrow*}$; the other two block equations are the conjugates of these. The condition is always sufficient. It is also necessary when the spinor projectors $\beta_I$ are linearly independent. Time reversal maps the spin-angle functions of each channel among themselves, so both $A$ and $TAT^{-1}$ have coefficients of the form (8), and the operator then determines them. The proof below establishes $\theta(A)=A$ for the coefficient matrices directly, so independence is never needed.

The spin structure comes from the matrix $f=CC^\dagger$, which is block diagonal in the channel, with the block $f_{lj}=\sum_{m_j}|\Omega_{ljm_j}\rangle\langle\Omega_{ljm_j}|$ expressed in the basis $R_{lm}\otimes\sigma$. It can be written without any coupling coefficient. From $\sigma_i\sigma_k=\delta_{ik}+i\sum_n\varepsilon_{ikn}\sigma_n$ and $\mathbf L\times\mathbf L=i\mathbf L$,

$$(\mathbf L\cdot\boldsymbol\sigma)^2=L^2+i\,\boldsymbol\sigma\cdot(\mathbf L\times\mathbf L)=L^2-\mathbf L\cdot\boldsymbol\sigma .$$

At fixed $l$ an eigenvalue $\lambda$ of $\mathbf L\cdot\boldsymbol\sigma$ obeys $\lambda^2+\lambda=l(l+1)$, so $\lambda=l$ or $\lambda=-(l+1)$. Since $J^2=(\mathbf L+\frac12\boldsymbol\sigma)^2=L^2+\mathbf L\cdot\boldsymbol\sigma+\frac34$, the first root gives $J^2=l^2+2l+\frac34=(l+\frac12)(l+\frac32)$, which is $j=l+\frac12$, and the second gives $J^2=l^2-\frac14=(l-\frac12)(l+\frac12)$, which is $j=l-\frac12$. The multiplicities $n_\pm$ follow from $n_++n_-=2(2l+1)$ and from the vanishing trace, $l\,n_+=(l+1)\,n_-$; they are $2l+2$ and $2l$, equal to $2j+1$ in each case. The $2j+1$ functions $\Omega_{ljm_j}$ thus span the whole eigenspace, and $f_{lj}$ is the projector on it. A Hermitian matrix with two eigenvalues has projectors linear in the matrix, equal to one on one root and zero on the other:

$$f_{l,l+\frac12}=\frac{l+1+\mathbf L\cdot\boldsymbol\sigma}{2l+1},\qquad f_{l,l-\frac12}=\frac{l-\mathbf L\cdot\boldsymbol\sigma}{2l+1},\qquad\mathbf L\cdot\boldsymbol\sigma=\begin{pmatrix}L_z&L_x-iL_y\\L_x+iL_y&-L_z\end{pmatrix}.\tag{10}$$

The operator $\mathbf L=-i\,\mathbf r\times\nabla$ is $-i$ times a real differential operator, so its matrix elements between real harmonics are purely imaginary, $L_k^*=-L_k$. Then $\theta(L_k\sigma_k)=L_k^*\,\theta(\sigma_k)=(-L_k)(-\sigma_k)$. Orbital and spin angular momentum both change sign, their product does not, and

$$\theta(f_{lj})=f_{lj}.\tag{11}$$

The $p$ shell shows this explicitly, with $R_x,R_y,R_z$ proportional to $x,y,z$. From $L_z=-i(x\partial_y-y\partial_x)$ one has $L_zy=-ix$, so $\langle x|L_z|y\rangle=-i$. From $L_y=-i(z\partial_x-x\partial_z)$ and $L_x=-i(y\partial_z-z\partial_y)$ one has $L_yx=-iz$ and $L_xy=+iz$, while $L_xx=0$ and $L_yy=0$. For $j=\frac32$, where $f=(2+\mathbf L\cdot\boldsymbol\sigma)/3$, this gives $f^{\uparrow\uparrow}_{xx}=\frac23$, $f^{\uparrow\uparrow}_{xy}=-\frac i3$, $f^{\downarrow\downarrow}_{xy}=+\frac i3$, $f^{\uparrow\downarrow}_{zx}=\frac13(-i)(-i)=-\frac13$, $f^{\downarrow\uparrow}_{zx}=\frac13(+i)(-i)=+\frac13$ and $f^{\uparrow\downarrow}_{zy}=\frac i3$. These are the six values printed in the numerical check below, where they are also compared with the sum over Clebsch-Gordan coefficients.

The coefficients (7) can now be put into block form by multiplying with $C$ on the left and $C^\dagger$ on the right. In the bare term, channels with the same $l,j$ have the same angular coefficients $C$, and the sum over $m_j$ gives $D^{\rm ion}_{cc'}\,f_{lj}$. In the screened term, the definition of $Q_{IJ}^{\sigma\sigma'}$ makes the integral equal to $(C^\dagger\mathcal IC)_{IJ}$ with

$$\mathcal I^{\sigma\sigma'}_{ab}[\mathbf B]=\int Q_{ab}(\mathbf r)\,\big(V\delta_{\sigma\sigma'}+\mathbf B\cdot\boldsymbol\sigma_{\sigma\sigma'}\big)\,d^3r,$$

and $C(C^\dagger\mathcal IC)C^\dagger=f\mathcal If$. Thus

$$D^{\sigma\sigma'}_{ab}=D^{\rm ion}_{cc'}\delta_{ll'}\delta_{jj'}\,(f_{lj})^{\sigma\sigma'}_{mm'}+\sum_{m_1\sigma_1}\sum_{m_2\sigma_2}(f_{lj})^{\sigma\sigma_1}_{mm_1}\,\mathcal I^{\sigma_1\sigma_2}_{cm_1,c'm_2}\,(f_{l'j'})^{\sigma_2\sigma'}_{m_2m'}.\tag{12}$$

The overlap coefficients are the second term with $V=1$ and $\mathbf B=0$. In $\int Q_{ab}$ only $L=0$ survives the angular integral, with $\int R_{00}\,d\hat{\mathbf r}=\sqrt{4\pi}$ and $G^{00}_{lm,l'm'}=\delta_{ll'}\delta_{mm'}/\sqrt{4\pi}$, so $\int Q_{ab}=\delta_{ll'}\delta_{mm'}q_{cc'}$ with the real number $q_{cc'}=\int Q^0_{cc'}r^2dr$. The two projectors then meet directly, and $f_{lj}f_{lj'}=\delta_{jj'}f_{lj}$ gives

$$q^{\sigma\sigma'}_{ab}=q_{cc'}\,\delta_{ll'}\delta_{jj'}\,(f_{lj})^{\sigma\sigma'}_{mm'}.\tag{13}$$

The radial integral $q_{cc'}$ between $j=l+\frac12$ and $j=l-\frac12$ need not vanish; it is the product of projectors that removes it from $S$. In $D$ the matrix $\mathcal I$ stands between the projectors, and a nonspherical $V$ does couple different $j$.

By (11) and the reality of $q_{cc'}$, $\theta(q)=q$. By (9) the nonlocal part of $S$ commutes with $T$, and so does the unit operator. Hence $TS=ST$. No property of the electronic state entered: the overlap operator is fixed by the pseudopotential and the atomic positions, and it is time-reversal symmetric in a magnet as well.

For $H$, the bare term of (12) is invariant for the same reason, with the real $D^{\rm ion}_{cc'}$ in place of $q_{cc'}$. In $\mathcal I$ the integrals $\int Q_{ab}V$ and $\int Q_{ab}B_k$ are real numbers multiplying $1$ and $\sigma_k$, so $\theta(\mathcal I[\mathbf B])=\mathcal I[-\mathbf B]$. The product rule gives $\theta(f\,\mathcal I[\mathbf B]f)=f\,\mathcal I[-\mathbf B]f$, and altogether $\theta(D[\mathbf B])=D[-\mathbf B]$. The local terms act as follows. The Laplacian and $V$ are real and proportional to the unit spin matrix, so $T(-\frac12\nabla^2+V)\psi=\epsilon(-\frac12\nabla^2+V)\psi^*=(-\frac12\nabla^2+V)T\psi$. For the field term, $T(\mathbf B\cdot\boldsymbol\sigma\psi)=\epsilon\,\mathbf B\cdot\boldsymbol\sigma^*\epsilon^{\mathsf T}\epsilon\psi^*=-\mathbf B\cdot\boldsymbol\sigma\,T\psi$. Collecting the terms,

$$TS\,T^{-1}=S,\qquad TH[\mathbf B]\,T^{-1}=H[-\mathbf B].\tag{14}$$

For one atom, the overlap operator $S$ has been shown to commute with $T$ whatever the electronic state, while $T$ turns $H[\mathbf B]$ into $H[-\mathbf B]$, so that $H$ commutes with $T$ when $\mathbf B=0$. It remains to extend this to several atoms, to connect $\mathbf B=0$ with the magnetization, and to derive the relations between the spin blocks, the degeneracy of the levels and the behaviour under self-consistency.
